# Shot noise below the Poisson value without electron-electron interactions

A model contact of 100 nm² between a low-barrier silicide and heavily doped n-type silicon carries 16.4 µA at a bias of 10 mV. In the zero-temperature limit its shot noise is 0.58 of the Poisson value $2eI$. The model contains no interaction between individual electrons: the Coulomb interaction enters through a fixed mean barrier potential and nowhere else. Something other than interaction must remove 42% of the noise.

## The contact as a counter-example

**Counting.** Let $N$ electrons reach a barrier in a long time, each transmitted independently with probability $T$. For given $N$ the transmitted number $n$ is binomial, with mean $TN$ and variance $T(1-T)N$. Adding the variance of the conditional mean gives

$$\mathrm{Var}\,n=T^2\,\mathrm{Var}\,N+T(1-T)\langle N\rangle .$$

Dividing by $\langle n\rangle=T\langle N\rangle$, and writing $F=\mathrm{Var}\,n/\langle n\rangle$ and $F_{\rm in}=\mathrm{Var}\,N/\langle N\rangle$,

$$F=1-T(1-F_{\rm in}).$$

A Poisson input has $F_{\rm in}=1$, so $F=1$ for any $T$. If the input consists of slots, each filled independently with probability $f$, then $F_{\rm in}=1-f$ and $F=1-Tf$. For $T=0.7$ this gives 0.30 with all slots filled and 0.79 with 30% filled. Suppression needs both occupation and transmission.

At zero temperature every state in the bias window is filled on the source side and the Pauli principle forbids a second electron in it. The incoming stream is then regular, and a channel contributes current in proportion to $T$ and noise in proportion to $T(1-T)$. The general proof below replaces this slot picture by quantum averages.

**Barrier.** The algebra uses atomic units, $e=\hbar=m_e=1$. The barrier is 0.30 eV above the metal Fermi level and the donor density is $N_d=3\times10^{20}$ cm⁻³. Six valleys with two spins, each a filled ellipsoid, give

$$N_d=\frac{6(2m_d\xi)^{3/2}}{3\pi^2},\qquad m_d=(0.92\times0.19^2)^{1/3},$$

hence a Fermi level $\xi=0.154$ eV above the band edge. Electrons flow from silicon to metal, so the metal Fermi level lies 0.010 eV lower and the barrier top is at $U_0=0.300+0.154-0.010=0.444$ eV.

With full depletion, $U''=N_d/\varepsilon$, where $\varepsilon=11.7/4\pi$. Requiring $U=U'=0$ at $x=W$ gives

$$U=U_0(1-x/W)^2,\qquad W^2=2\varepsilon U_0/N_d .$$

The width is 1.38 nm (13.8 angstrom).

**Transmission.** For motion along the normal with mass $m$ and energy $E_z$, put $y=W-x$. Then $U=\tfrac12m\omega^2y^2$ with $\omega^2=2U_0/(mW^2)=N_d/(m\varepsilon)$. With $\alpha=\sqrt{m\omega}$, $z=\alpha y$ and $\lambda=2E_z/\omega$, the Schrödinger equation is $\psi_{zz}=(z^2-\lambda)\psi$. Substituting $\psi=e^{-z^2/2}w$ and $\tau=z^2$ turns it into Kummer's equation,

$$\tau w_{\tau\tau}+(\tfrac12-\tau)w_\tau-\tfrac{1-\lambda}{4}w=0,$$

whose even and odd solutions, with $M$ the confluent hypergeometric function, are

$$u_e=e^{-z^2/2}M\!\left(\tfrac{1-\lambda}4,\tfrac12,z^2\right),\quad u_o=z\,e^{-z^2/2}M\!\left(\tfrac{3-\lambda}4,\tfrac32,z^2\right).$$

Consider a wave incident from the metal. In the silicon it leaves with $\psi=1$, $d\psi/dx=ik$ at $x=W$, where $k=\sqrt{2mE_z}$. Since $d/dx=-\alpha\,d/dz$, this selects $\psi=u_e-(ik/\alpha)u_o$. In the metal, $\psi=Ae^{iqx}+Be^{-iqx}$ with velocity $v_M$. Continuity of $\psi$ and of $\psi'/m$, which conserves flux, gives

$$A=\tfrac12\left[\psi(0)+\frac{\psi'(0)}{imv_M}\right],\qquad T=\frac{k/m}{v_M|A|^2}.$$

Unitarity makes $T$ equal for the opposite direction. I take $v_M$ from a free-electron band of 5 eV, a round model value, and use the same $v_M$ for all modes. The results depend on this choice: the zero-bias $F$ found below is 0.58 for 5 eV, but 0.49 for 2 eV and 0.68 for 12 eV.

For a (100) surface, four valleys have normal mass 0.19 and in-plane mass $m_\parallel=\sqrt{0.19\times0.92}$; two have 0.92 and 0.19. At $E_z=\xi$ the transmissions are 0.57 and 0.12.

**Sum over modes.** Transverse momentum is assumed conserved. The transverse states per area and spin are $m_\parallel dE_\perp/2\pi$. At total energy $E$, with $g$ valleys in a family and two spins,

$$s_j(E)=\sum_{\rm families}\frac{g\,m_\parallel}{\pi}\int_0^E T(E_z)^j\,dE_z .$$

This continuum count gives 132 modes at $E=\xi$, with mean transmission 0.34. The light-mass Fermi wavelength, 7 nm, is not small against a 10 nm contact. Hard walls around a 10 nm square would leave 84 modes, lower the current by about a third and give $F\approx0.60$. Summing current and noise over the window,

$$F=1-\frac{\int_{\xi-V}^{\xi}s_2\,dE}{\int_{\xi-V}^{\xi}s_1\,dE}=0.58 .$$

The deficit $1-F=0.42$ exceeds the mean transmission because it is an average of $T$ weighted by $T$ itself: well-transmitting modes carry more of the current. At fixed barrier height and zero bias, $F$ is 0.80, 0.66 and 0.58 for donor densities of 1, 2 and $3\times10^{20}$ cm⁻³. Doping changes both the barrier width and $\xi$ in this series.

## The general statement

Take a two-terminal, phase-coherent conductor of non-interacting electrons, with reservoir occupations $f_L,f_R$ and noise measured at low frequency. Define the one-sided noise $S=2\int dt\,\langle\delta I(t)\delta I(0)\rangle$ and $F=S/2I$. With $n$ counting channels and spins,

$$S=\frac1\pi\int dE\sum_n\Big\{T_n[f_L(1-f_L)+f_R(1-f_R)]+T_n(1-T_n)(f_L-f_R)^2\Big\}.$$

At zero temperature, with integrals over the bias window,

$$F=\frac{\int\sum_nT_n(1-T_n)\,dE}{\int\sum_nT_n\,dE},\qquad 0\le F\le1 .$$

One channel with constant $T$ has $F=1-T$, so every value between 0 and 1 is available without interactions.

**Proof.** Let $a$ annihilate incoming electrons and let $b=sa$ be the outgoing ones. The current entering from the left is the incoming minus the outgoing flux there:

$$I(t)=\frac1{2\pi}\iint dE\,dE'\,e^{i(E-E')t}\,a^\dagger(E)\,A\,a(E'),\quad A=P_L-s^\dagger P_Ls,$$

where $P_L$ projects on the left channels. At low frequency $A$ is needed at $E'=E$. The reservoirs give $\langle a_i^\dagger(E)a_j(E')\rangle=\delta_{ij}\delta(E-E')f_i$. Because the electrons are free, Wick's theorem gives the covariance of $a_i^\dagger a_j$ and $a_j^\dagger a_i$ the weight $f_i(1-f_j)$. The factor $1-f_j$ comes from $\langle a_ja_j^\dagger\rangle$, that is, from the anticommutator. The time integral supplies $2\pi\delta(E-E')$, and the prefactor is $2\cdot2\pi/(2\pi)^2=1/\pi$:

$$S=\frac1\pi\int dE\sum_{ij}|A_{ij}|^2f_i(1-f_j).$$

Write the blocks of $s$ as $r=s_{LL}$, $t=s_{RL}$, $t'=s_{LR}$. Unitarity gives $r^\dagger r+t^\dagger t=1$ and $rr^\dagger+t't'^\dagger=1$, so

$$A_{LL}=t^\dagger t,\quad A_{RR}=-t'^\dagger t',\quad A_{LR}=-r^\dagger t'.$$

Since $r^\dagger r$ and $rr^\dagger$ share eigenvalues, $t^\dagger t$ and $t't'^\dagger$ share the eigenvalues $T_n$. Hence $\mathrm{Tr}A_{LL}^2=\mathrm{Tr}A_{RR}^2=\sum T_n^2$, and

$$\mathrm{Tr}(A_{LR}A_{LR}^\dagger)=\mathrm{Tr}[t't'^\dagger(1-t't'^\dagger)]=\sum T_n(1-T_n).$$

The integrand becomes

$$\sum_n\Big\{T_n^2[f_L(1-f_L)+f_R(1-f_R)]+T_n(1-T_n)[f_L(1-f_R)+f_R(1-f_L)]\Big\}.$$

The last bracket equals $f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2$, as expansion shows, and the stated formula follows. The mean is $I=\frac1{2\pi}\int\mathrm{Tr}(Af)\,dE=\frac1{2\pi}\int\sum T_n(f_L-f_R)\,dE$. At zero temperature $f(1-f)=0$ and $(f_L-f_R)^2=1$ in the window, which gives $F$. Its bounds follow from $0\le T_n(1-T_n)\le T_n$. ∎

**The Pauli deficit.** Replacing $1-f_j$ by 1 removes exclusion and gives two independent Poisson streams, $S_{\rm cl}=\frac1\pi\int\sum T_n(f_L+f_R)\,dE$. Subtracting,

$$S_{\rm cl}-S=\frac1\pi\int dE\sum_n\big[T_n^2(f_L-f_R)^2+2T_nf_Lf_R\big]\ge0 .$$

For one stream, $f_R=0$ and $f_L=f$, so $S_{\rm cl}=2I$ and

$$1-F=\frac{\int\sum T_n^2f^2\,dE}{\int\sum T_nf\,dE}.$$

**A test in real time.** A free-fermion chain of 600 sites with unit hopping has a central link $\kappa=0.5$. Matching $e^{ikj}+\rho e^{-ikj}$ on its left ($j\le0$) to $\tau_k e^{ikj}$ on its right gives $\kappa\tau_k e^{ik}=e^{ik}+\rho e^{-ik}$ and $\kappa(1+\rho)=\tau_k$. Eliminating $\rho$,

$$T=|\tau_k|^2=\frac{4\sin^2k}{(\kappa+1/\kappa)^2-4\cos^2k}.$$

The growth of the variance of transferred charge between times 60 and 140, divided by that of its mean, is 0.446 for a full left and empty right half. It is 0.834 when the left half is 30% filled. The formula gives the same three digits. The scatterer is unchanged; the lower occupation alone brings the ratio of noise to current most of the way back to 1.

## Open channels with full shot noise

Thermionic emission over a barrier $\phi$ shows the same point in a contact. Let $T=1$ above the barrier and 0 below, let emission be one-way, and let $\theta$ be the thermal energy. With $b=\phi/\theta\gg1$ and energy $y\theta$ above the top, the number of open modes is proportional to $y$ and $f\simeq e^{-b-y}$:

$$1-F=\frac{\int_0^\infty y\,e^{-2b-2y}dy}{\int_0^\infty y\,e^{-b-y}dy}=\tfrac14e^{-\phi/\theta}.$$

For 0.30 eV at 300 K this is $2.3\times10^{-6}$. The channels are open but almost empty, so exclusion rarely acts.

## Thermal noise

For constant $T_n$, $\int f(1-f)dE=\theta$. With $f_L$ shifted up by $V$, $f_R(1-f_L)=e^{-V/\theta}f_L(1-f_R)$, while the difference of these products is $f_L-f_R$, whose integral is $V$. Their sum therefore integrates to $V\coth(V/2\theta)$, and

$$S=\frac1\pi\sum_n\left[2\theta T_n^2+T_n(1-T_n)V\coth\frac{V}{2\theta}\right].$$

At 4 K, $\theta=0.345$ meV and the hyperbolic cotangent is nearly 1. The contact then has $S/2eI\simeq0.578+0.422\times(2\times0.345/10)=0.607$, as the full energy integral also gives. At 300 K and the same bias the ratio is 5.2, mostly thermal noise, and cannot be read as a Fano factor.

## Equal current and noise, with and without repulsion

A value below one does not exclude interactions either. Consider a spin-degenerate level deep in a large bias window, with repulsion strong enough to forbid double occupation. In the sequential-tunnelling regime it fills at rate $a=2\Gamma_L$, since either spin may enter, and empties at rate $c=\Gamma_R$. One cycle has mean duration $1/a+1/c$ and variance $1/a^2+1/c^2$. Over many cycles, a delay $\delta t$ changes the count by $-\delta t$ divided by the mean duration, so

$$F=\frac{1/a^2+1/c^2}{(1/a+1/c)^2}=\frac{4\Gamma_L^2+\Gamma_R^2}{(2\Gamma_L+\Gamma_R)^2},\qquad I=\frac{2\Gamma_L\Gamma_R}{2\Gamma_L+\Gamma_R}.$$

Now take a free level with rates $\gamma_L,\gamma_R$ and $\gamma=\gamma_L+\gamma_R$. Its amplitude, driven from the left and decaying at $\gamma/2$, is $\sqrt{\gamma_L}/(E+i\gamma/2)$, so $T=\gamma_L\gamma_R/(E^2+\gamma^2/4)$. The integrals are $\int T\,dE=2\pi\gamma_L\gamma_R/\gamma$ and $\int T^2dE=4\pi\gamma_L^2\gamma_R^2/\gamma^3$. With two spins,

$$I=\frac{2\gamma_L\gamma_R}{\gamma},\qquad F=1-\frac{2\gamma_L\gamma_R}{\gamma^2}=\frac{\gamma_L^2+\gamma_R^2}{\gamma^2}.$$

Choosing $\gamma_L=\Gamma_L$ and $\gamma_R=\Gamma_R/2$ reproduces both interacting results. For $\Gamma_L=\Gamma_R=1$ meV, both models give 0.162 µA and $F=0.556$. Evidence for interaction must come from elsewhere, for instance from independently known transmissions or rates that contradict the free-electron prediction.

## How close the contact is to a real one

The barrier is a rough value for rare-earth silicides on n-type silicon; many other silicides have higher barriers. The donor density is near the upper end of practical active doping. The model's contact resistivity, $6\times10^{-10}$ Ω cm², is optimistic, since about $10^{-9}$ Ω cm² is already very good. The current density, $1.6\times10^7$ A/cm², is high, and heating is not included.

Against the zero-bias value 0.58, a Thomas-Fermi carrier tail in the depletion layer gives 0.66, a crude image-force lowering (with the potential cut off at the band edge) 0.47, and both together 0.53; other treatments of the cut-off move these two values by up to 0.02. Conserving the large transverse momentum of the off-axis valleys in the free-electron metal lowers its normal velocity and gives 0.46. The depletion layer holds about 42 donors; a uniform shift of the doping by one Poisson spread, 16%, moves $F$ to 0.61 or 0.55. This does not cover the granularity of the charge. The mean donor spacing, 1.5 nm, exceeds the depletion width, and the random-donor potential at mid-layer, screened by the metal alone (an upper estimate), is about 0.17 eV rms against a mean barrier of 0.11 eV there. The smooth barrier and the conserved transverse momentum are idealizations at this doping.

The external circuit matters as well. A fluctuation generated in the contact resistance $R_c$ divides between $R_c$ and a series resistance $R_s$, leaving the fraction $R_c/(R_c+R_s)$ in the leads, while the mean current is common to both. With $R_c=608$ Ω and a rough spreading resistance of 115 Ω, treated as a noiseless resistor in which electrons relax to equilibrium, the apparent factor is $0.578\,(608/723)^2=0.41$. In this estimate the further reduction comes from the circuit, not from the electron statistics in the contact. The spreading region is only a few nanometres across, however, about one mean free path (5 nm at the assumed mobility), so the diffusive value of $R_s$ is at the limit of its validity. Electrons that diffuse through it without losing energy leave the states at the contact partly filled, and the region adds noise of its own; the reduction is then smaller, to about 0.48 in a semiclassical estimate with the same resistances. The numerical output below lists the model's inputs and main results.

## Values computed for the example and the checks

```
Deletion T=0.7: F Poisson input    1.0000
Deletion T=0.7: F all slots filled 0.3000
Deletion T=0.7: F 30% slots filled 0.7900
Chain, weak link 0.5: variance rate / mean rate
  fL=1.0 fR=0.0: evolved 0.446  formula 0.446
  fL=0.3 fR=0.0: evolved 0.834  formula 0.834
  fL=0.8 fR=0.3: evolved 0.963  formula 0.963
Level, repulsion: rates 1.00, 1.00 meV, I 0.1623 uA, F 0.5556
Level, free:      rates 1.00, 0.50 meV, I 0.1623 uA, F 0.5556
Contact: barrier 0.30 eV, donors 3.0e+20 cm^-3, area 100 nm^2
Masses 0.92, 0.19; permittivity 11.7; metal band 5.0 eV
Bias 10 mV, temperature 4 K, kT 0.345 meV
Fermi level above band edge   0.1540 eV
Band bending U0               0.4440 eV
Depletion width               1.383 nm = 13.83 angstrom
Largest field                 6.42 MV/cm
T at Fermi level, light mass  0.5688
T at Fermi level, heavy mass  0.1220
Modes with spin               132.0
Mean transmission             0.3370
Current                       16.435 uA
Current density               1.64e+07 A/cm^2
Contact resistance            608.4 ohm
Contact resistivity           6.08e-10 ohm cm^2
Fano factor, zero temperature 0.5780
S/(2eI) at 4 K                0.6071
Noise S at 4 K                3.197e-24 A^2/Hz
S/(2eI) at 300 K              5.208
F at zero bias, donors 1e+20 cm^-3: 0.8003
F at zero bias, donors 2e+20 cm^-3: 0.6609
F at zero bias, donors 3e+20 cm^-3: 0.5808
F with carrier tail           0.6638
F with image force            0.4698
F with tail and image force   0.5348
Metal normal energy, off-axis 1.314 eV
F with that metal velocity    0.4601
Donors in depletion layer     41.5, relative spread 0.155
F for donors -/+ one spread   0.6136, 0.5536
Mobility 80 cm^2/Vs, spreading resistance 115.2 ohm
Apparent F with that in series 0.4086
Thermionic, 300 K: occupation at barrier top 9.125e-06
Thermionic, 300 K: 1-F with T=1              2.281e-06
```
